# Domain-Wall Stiffness from the Long-Wavelength Spectrum of a Lattice Wall

A continuum model of a domain wall in a memory capacitor needs a coefficient that says how strongly the wall resists bending. For the thin film treated here, three candidates are at hand: the zero-temperature wall energy times the film thickness, 0.120 eV/nm; the free energy of the straight wall, 0.102 eV/nm; and the stiffness, 0.158 eV/nm. Choosing the second instead of the third makes the predicted thermal excursions too large by \(\sqrt{0.158/0.102}\approx1.24\). The stiffness can be read from the fluctuations of a simulated wall, provided that two errors of the obvious procedure are removed.

## What the coefficient means

The film is taken to be so thin that the wall is a line running along \(x\). Let \(\sigma(\theta)\) be its free energy per length when tilted by \(\theta\). A piece with slope \(p=\tan\theta\) and projection \(dx\) has length \(dx/\cos\theta\), so its free energy per projected length is \(\phi(p)=\sigma(\theta)/\cos\theta\). Since \(d\theta/dp=\cos^2\theta\),

\[
\frac{d\phi}{dp}=\cos^2\theta\left(\frac{\sigma'}{\cos\theta}+\frac{\sigma\sin\theta}{\cos^2\theta}\right)=\sigma'\cos\theta+\sigma\sin\theta ,
\]
\[
\frac{d^2\phi}{dp^2}=\cos^2\theta\,(\sigma''\cos\theta-\sigma'\sin\theta+\sigma'\sin\theta+\sigma\cos\theta)=\cos^3\theta\,(\sigma+\sigma'').
\]

At zero tilt the curvature is the stiffness \(\Gamma=\sigma+\sigma''\). The added \(\sigma''\) is the cost of turning the wall away from a favoured lattice direction. It is absent in an isotropic medium.

For small slopes the energy of a bent wall is therefore \(\tfrac12\Gamma\int(dh/dx)^2dx\), apart from a constant. The linear term vanishes by mirror symmetry.

Now divide the line into \(N\) columns of width \(a\), closed into a ring, and measure heights \(h_j\) in units of \(a\). Temperature \(T\) is an energy, as in atomic units with Boltzmann's constant equal to one. Define

\[
h_q=\sum_j h_j e^{-iqj},\qquad S(q)=\frac{\langle|h_q|^2\rangle}{N},\qquad q=\frac{2\pi m}{N},\qquad G=\frac{\Gamma a}{T}.
\]

Here \(q\) is the physical wavevector times \(a\). The energy divided by \(T\) is \(\tfrac12G\sum_j(h_{j+1}-h_j)^2\), which for long waves is \((G/2N)\sum_q q^2|h_q|^2\). Because \(h\) is real, \(q\) and \(-q\) are one degree of freedom, with weight \(\exp(-Gq^2|h_q|^2/N)\). For a complex amplitude this is an exponential distribution of \(|h_q|^2\) with mean \(N/(Gq^2)\). Hence

\[
\frac1{S(q)}=Gq^2 .
\]

The naive scheme simulates a wall, plots \(1/S\) against \(q^2\) for all modes, and takes the slope.

## A wall whose answer is known

To see what this scheme gets wrong, use a lattice wall that can be solved. Each column is reversed through the whole film thickness \(d\), and the wall has no overhangs. With wall energy \(w\) per area, a sideways step by one column exposes an area \(ad\) and costs \(\varepsilon=wad\). The energy is \(\varepsilon\sum_j|s_j|\), with integer steps \(s_j=h_{j+1}-h_j\), plus the constant energy of the flat facets.

The example has \(a=0.5\) nm, \(d=1\) nm, \(w=0.12\) eV/nm² and a temperature of 358 K, so

\[
\varepsilon=0.12\times0.5\times1=0.060\ \text{eV},\quad T=0.03085\ \text{eV},\quad b=\frac{\varepsilon}{T}=1.945,\quad x=e^{-b}=0.143 .
\]

To obtain the tilt free energy, give each step the extra weight \(e^{\eta s}\). The sum over one step consists of two geometric series:

\[
z(\eta)=\sum_s x^{|s|}e^{\eta s}=\frac1{1-xe^{\eta}}+\frac1{1-xe^{-\eta}}-1=\frac{1-x^2}{(1-xe^{\eta})(1-xe^{-\eta})}.
\]

For a long wall, \(z^N\) is a sum over total tilts dominated by its largest term. If \(\hat\phi(p)\) is the free energy per column in units of \(T\), then \(\ln z=\eta p-\hat\phi(p)\) at the maximum, where \(\hat\phi'(p)=\eta\) and \(p=d\ln z/d\eta\). Differentiating once more,

\[
\hat\phi''(0)=\frac{d\eta}{dp}=\left[\frac{d^2\ln z}{d\eta^2}\right]^{-1}_{\eta=0}=\frac1v ,
\]

where \(v\) is the variance of a free step. Expanding \(-\ln(1-xe^{\eta})=\sum_{n\ge1}x^ne^{n\eta}/n\) and differentiating twice gives

\[
v=2\sum_n n x^n=\frac{2x}{(1-x)^2},\qquad
G=\frac1v=\frac{x+x^{-1}}2-1=\cosh b-1=2\sinh^2\frac b2 .
\]

This is \(G=2.568\), and \(\Gamma=GT/a=2.568\times0.0617=0.158\) eV/nm. Differentiating \(\sigma(\theta)\) numerically gives \(G=2.5677\), against 2.5679 from the closed form. The straight wall has \(\sigma(0)=wd-(T/a)\ln[(1+x)/(1-x)]=0.102\) eV/nm; the logarithm is the entropy of the steps.

When \(T\ll\varepsilon\), \(\Gamma\simeq(T/2a)e^{\varepsilon/T}\): steps become rare and the stiffness grows exponentially, while the tension tends to \(wd\). In the opposite limit the formula gives \(\Gamma\simeq\varepsilon^2/(2aT)\), but this limit has no physical wall: \(\sigma(0)\) already vanishes at \(x=\sqrt2-1\), that is \(b=0.881\) or 790 K here, and the neglected overhangs and reversed columns become common as that point is approached. At the example's \(b\), the full square-lattice Ising model, which allows them, has the same tension and \(G=2.526\), or \(\Gamma=0.156\) eV/nm, 1.6 per cent lower.

## First failure: short waves count lattice differences

Steps and heights on the ring satisfy \(s_q=(e^{iq}-1)h_q\), so \(|s_q|^2=4\sin^2(q/2)|h_q|^2\). The ring also requires \(\sum_js_j=0\). Permuting the steps changes neither their energy nor their sum, so all steps have the same variance \(v_N\), and all pairs have the same covariance \(c\). Multiplying the constraint by \(s_i\) and averaging gives \(v_N+(N-1)c=0\). For \(q\ne0\), \(\sum_{i\ne j}e^{-iq(i-j)}=0-N\), and

\[
\langle|s_q|^2\rangle=Nv_N-Nc=Nv_N\frac{N}{N-1}.
\]

Therefore, at every nonzero wavevector of this model,

\[
\frac1{S(q)}=G_N\,4\sin^2\frac q2,\qquad G_N=\frac{N-1}{Nv_N}.
\]

Complete enumeration of a six-column ring, with steps limited to \(\pm3\), gives \(G_6=4.58395\) at each of its three modes, although their wavevectors differ greatly.

Expanding the sine, \(4\sin^2(q/2)=q^2-q^4/12+\dots\). A column wall is thus softer at short wavelength than the continuum law says. At \(q=\pi\) the factor is \(4/\pi^2=0.41\). In the simulation with \(N=64\), \(1/(Sq^2)\) falls from 2.69 at a wavelength of 32 nm to 2.55 at 4 nm and 1.09 at 1 nm. Dividing by the sine form instead gives values from 2.681 to 2.694 for the six modes listed in the output.

One could fit the sine form and keep all modes, but that relies on the steps being exchangeable. A wall taken from a full polarization map has other short-wave errors. If, for instance, reversed cells near the wall add uncorrelated noise of variance \(S_0\) to the heights, then

\[
\frac1S=\frac{Gq^2}{1+S_0Gq^2}\simeq Gq^2-S_0G^2q^4 .
\]

This error also starts at \(q^4\). Excluding short waves suppresses both errors without a model of either.

The cutoff follows from the fit. For an exponential distribution the standard deviation equals the mean. If every mode had the same number \(n\) of independent samples, the relative error of \(S\) would be close to \(1/\sqrt n\) for all but the real mode at \(q=\pi\), and the error of \(y=1/S\) would grow as \(q^2\). In a simulation the long modes relax slowly and supply fewer independent samples: for \(N=64\) the relative error is 1.0 per cent at \(m=1\) and 0.16 per cent at \(m=8\). The weights used here ignore this, so they are simple rather than optimal, and the errors are obtained separately below. Minimize \(\sum_m(y_m-Aq_m^2)^2/q_m^4=\sum_m(y_m/q_m^2-A)^2\), which gives

\[
A=\frac1M\sum_{m=1}^M\frac{1}{S(q_m)q_m^2}.
\]

The leading lattice bias, relative to \(G_N\), is

\[
-\frac{\langle q^2\rangle}{12}=-\frac1{12}\left(\frac{2\pi}{N}\right)^2\frac{(M+1)(2M+1)}6\longrightarrow-\frac{q_c^2}{36}
\]

for many modes below the cutoff \(q_c\). A tolerated fraction \(\delta\) thus suggests \(q_c\approx6\sqrt\delta\), or 0.85 for 2 per cent. With \(q_c=0.8\), a wavelength of 3.9 nm, the ring of 64 columns keeps eight modes and has a predicted bias of \(-2.05\) per cent.

| Cutoff \(q_c\) | Fitted \(G\), \(N=64\) | Statistical error |
|---|---|---|
| 0.4 | 2.672 | 0.009 |
| 0.8 | 2.633 | 0.006 |
| 1.6 | 2.496 | 0.005 |
| \(\pi\) | 2.054 | 0.003 |

The exact ring value is \(G_{64}=2.684\). The fit to all modes has the smallest statistical error and lies 23 per cent low. At \(q_c=0.8\) the expected value is \(2.684\times(1-0.0205)=2.629\), in agreement with 2.633.

## Second failure: a ring cannot tilt

Removing the short waves leads to 2.684, still 4.5 per cent above the long-wall value 2.568. The cause is the zero-sum constraint. The probability of a step \(s\) is its free probability times the probability that the other \(N-1\) steps sum to \(-s\). For large \(N\) the latter is proportional to \(1-s^2/(2Nv)\), to first order in \(1/N\). With \(m_4\) the fourth moment of a free step,

\[
v_N\simeq\frac{v-m_4/(2Nv)}{1-1/(2N)}\simeq v-\frac{m_4-v^2}{2Nv}.
\]

Write \(m_4=(\kappa+3)v^2\), where \(\kappa\) is the excess kurtosis, zero for a Gaussian. Then \(v_N\simeq v[1-(\kappa+2)/(2N)]\). The factor \(N/(N-1)\simeq1+1/N\) in \(1/G_N\) cancels the 2, leaving

\[
G_N\simeq G\left(1+\frac{\kappa}{2N}\right).
\]

The fourth derivative of \(\ln z\) gives \(\kappa v^2=2\sum_nn^3x^n=2x(1+4x+x^2)/(1-x)^4\), hence

\[
\kappa=\frac{1+4x+x^2}{2x}=5.57 .
\]

The predicted excess for \(N=64\) is \(5.57/128=4.4\) per cent. At low temperature \(\kappa\simeq1/(2x)\), while the ring holds about \(2xN\) steps. The relative excess is then one over twice the number of steps, so the ring must contain many steps, whatever its length.

Two ring lengths remove the leading term without knowledge of \(\kappa\):

\[
G\simeq2G_{2N}-G_N .
\]

The exact ring values 2.8084 and 2.6837 for 32 and 64 columns combine to 2.559, which is 0.3 per cent below the long-wall result. The price is noise: independent errors \(\delta_N\) and \(\delta_{2N}\) combine to \(\sqrt{4\delta_{2N}^2+\delta_N^2}\).

## Sampling the slow modes that matter

The modes kept by the cutoff are the slowest. If a long wave relaxes at a rate proportional to its restoring force, then \(\dot h_q=-\mu Gq^2h_q\) with mobility \(\mu\), and its relaxation time grows as \(1/q^2\). For \(N=64\) the two longest modes have relaxation times of 206 and 52 sweeps, a ratio of 4.0, as this law requires.

The sampling and analysis run as follows.

1. Start many independent flat rings. Update the even columns, then the odd ones, proposing \(h_j\to h_j\pm1\) with equal probability. The energy changes by \(-2\varepsilon\), 0 or \(2\varepsilon\). Accept the first two, and accept the last with probability \(e^{-2b}\). Neighbours stay fixed during each half-sweep, so detailed balance holds in each half.
2. Discard several relaxation times of the longest mode. Here 3000 sweeps are discarded for \(N=64\), about fifteen such times.
3. Average \(|h_q|^2\) before inverting it. The inverse of a single noisy sample has no useful mean.
4. Fit below \(q_c\), for both ring lengths, and extrapolate.
5. Obtain errors by omitting one group of replicas at a time. If \(A_g\) is the fit without group \(g\) and there are \(n_g\) groups, the squared error is \((n_g-1)/n_g\) times \(\sum_g(A_g-\bar A)^2\). Correlations in time and between modes are then included, because whole replicas are omitted.

With 400 replicas for \(N=64\) and 800 for \(N=32\), the fits to \(q^2\) give \(2.633\pm0.006\) and \(2.736\pm0.005\), and so

\[
G=2\times2.633-2.736=2.530\pm0.013,\qquad \Gamma=0.156\pm0.001\ \text{eV/nm}.
\]

The error is statistical. The remaining bias, mostly from the lattice, is about \(-2\) per cent. Replacing \(q^2\) by the sine form, which is justified for this model, gives \(G=2.572\pm0.014\) and \(\Gamma=0.159\pm0.001\) eV/nm, in agreement with the exact 0.158. Divided by the film thickness, this is 25 mJ/m².

The same spectrum gives the width of the wall. Parseval's identity makes the mean square height about the average equal to \(N^{-1}\sum_{q\ne0}S(q)\). Long waves dominate this sum, so

\[
W^2\simeq\frac2N\sum_{m\ge1}\frac{N^2}{4\pi^2m^2G_N}=\frac{N}{12G_N},
\]

using \(\sum m^{-2}=\pi^2/6\). For \(N=64\) this is \(W=1.41\) columns, or 0.70 nm, and the simulation gives 0.70 nm. The growth of \(W\) with length shows that this line is rough at any nonzero temperature.

## The intercept as a warning

A straight line through the origin presumes that nothing holds the wall in place. Suppose a neighbouring wall or an electrode adds an energy \(Tuh_j^2\) per column. Apply a uniform force \(f\), in units of \(T\) per column step, and complete the square:

\[
uh^2-fh=u\left(h-\frac f{2u}\right)^2-\frac{f^2}{4u}.
\]

If the wall wanders over several columns, it does not notice a fractional shift of the potential against the lattice, and its mean height moves by \(f/2u\). Differentiating the Boltzmann average also gives \(d\langle h_j\rangle/df=\sum_k\langle h_jh_k\rangle=S(0)\). Thus \(1/S(0)=2u\): confinement appears as an intercept. A transfer-matrix calculation with \(2u=0.000400\) returns 0.000400.

The free intercept should be fitted with the sine form, because the downward curvature of \(1/S\) against \(q^2\) otherwise imitates a positive one. The simulated ring gives \(0.00008\pm0.00023\), consistent with zero. If the intercept is significant, the origin must not be forced. Freeing it does not return the free-wall \(G\) exactly, because confinement also raises the slope: for a long wall it is 2.61 at \(2u=0.0004\), 2.71 at 0.004 and 2.90 at 0.02, against 2.568. A two-dimensional wall locked to one lattice plane is such a case: its \(S(0)\) stays finite, and the unconfined law does not apply.

## How far the example resembles hafnia

The parameters are rough values for an ultrathin hafnia-based film at 85 °C. Calculated wall energies for hafnia scatter widely, and the model does not carry over to thicker films. At 10 nm a rigid column would have \(b\approx19\) and almost no steps; a real wall would instead bend through the thickness, and a surface model would be needed. Even at 1 nm, the assumptions most open to doubt are the single kink energy, the rigid columns and the short-ranged coupling. Doubling the kink energy, as a different side facet might, raises \(\Gamma\) to 1.45 eV/nm, about nine times the model value.

The electrical estimates take a polarization \(P=20\) µC/cm² and a relative permittivity \(\epsilon_r=30\). The formulas are written in atomic units, where \(4\pi\epsilon_0=1\), so the inputs must be converted first. A column reversed over half its height carries a charge \(Q=2Pa^2\) at the break, with energy of order \(Q^2/(\epsilon_ra)=0.037\) eV. This is close to \(T\), so broken columns may soften the wall.

Imperfect electrodes matter too. Let each have an effective screening length \(\lambda=0.01\) nm. At zero voltage, the film field \(E\) and the electrode field \(E_g\) have magnitudes related by \(Ed=2\lambda E_g\), while continuity of displacement gives \(E_g=4\pi P-\epsilon_rE\). Hence \(E=8\pi\lambda P/(d+2\lambda\epsilon_r)\), or 2.8 MV/cm. This is above the coercive fields of 1 to 2 MV/cm typical of thicker hafnia films, so wide domains may not be stable with these inputs. Relief of this field near the wall lowers the wall energy. The dimensional estimate \(\tfrac12PEd^2=0.18\) eV/nm treats the relief as complete within about \(d\) of the wall and is too large, but solving the electrostatics for a sharp wall still gives 0.055 eV/nm, about a third of it and about half the wall tension. Subtracted from \(wd\), it would bring \(b\) to 1.06, not far from the value 0.881 at which the tension vanishes. The number 0.158 eV/nm is therefore a property of the model, and the stiffness in a device could be much lower.

An applied field does work \(2PEa^2d\) on one column, which equals \(T\) at 0.49 MV/cm. A net field of this size drives the wall, so equilibrium sampling requires zero net field.

Random built-in fields bend the wall even without thermal motion. To first order \(\langle h_q\rangle=S(q)f_q\). Independent forces of rms \(g\), in units of \(T\) per column step, therefore add \(g^2S^2=g^2/(G^2q^4)\) to the spectrum. This exceeds \(1/(Gq^2)\) below \(q_*=g/\sqrt G\). For a rough 0.1 MV/cm, \(g=0.1/0.494=0.20\), which puts the crossover at roughly 25 nm in this linear estimate, if the force on each column stays fixed as the wall moves. That assumption is doubtful here, because \(W\) already exceeds one column. If the field varies independently from cell to cell, the moving wall averages over it, and disorder takes over only at longer wavelengths.

Finally, a barrier of roughly 1 eV per move with \(10^{13}\) attempts per second turns 206 sweeps into about 2500 s. The count of sweeps depends on the update rule: choosing columns at random instead of by even and odd sets gives about 325. This is only an order of magnitude at best, since a change of 0.1 eV in the barrier alters the time by a factor of about 25. A real wall may keep the shape left by switching for that long, so a snapshot taken earlier need not yield the equilibrium stiffness.

## Numbers as computed

```
column width 0.5 nm, film thickness 1.0 nm
wall energy 0.12 eV/nm^2, temperature 358 K
thermal energy 0.03085 eV, kink energy 0.0600 eV
b = 1.9449, x = 0.1430, step variance 1/G = 0.3894
G closed form 2.5679, from tilt curvature 2.5677
exact stiffness 0.1584 eV/nm
wall tension at zero tilt 0.1022 eV/nm
six-column ring G at its three modes [4.58395 4.58395 4.58395]
excess kurtosis of a step 5.568
N(G_N/G-1) at N=2000: 2.787
exact ring G: N=32 2.8084, N=64 2.6837
confined wall: 2u 0.000400, 1/S(0) 0.000400
confined wall: G from slope 2.6128
replicas: N=64 400, N=32 800
discarded sweeps: N=64 3000, N=32 1500
relaxation, N=64: mode 1 206, mode 2 52 sweeps
N=64 modes: m, wavelength nm, S nm^2, 1/(S q^2), lattice form, error
   1  32.00    9.6352  2.6920  2.6942 0.0261
   2  16.00    2.4200  2.6795  2.6881 0.0092
   4   8.00    0.6111  2.6530  2.6874 0.0055
   8   4.00    0.1592  2.5462  2.6812 0.0043
  16   2.00    0.0465  2.1790  2.6882 0.0076
  32   1.00    0.0233  1.0886  2.6860 0.0105
N=64 fit to q^2: cutoff q*a, G, error
  0.400 2.6722 0.0094
  0.800 2.6332 0.0061
  1.600 2.4959 0.0045
  3.142 2.0542 0.0034
chosen cutoff q*a 0.8, wavelength 3.93 nm
predicted lattice bias: N=64 -2.05 %, N=32 -2.41 %
N=32 fit to q^2: 2.7364 +- 0.0054
N=64 lattice-form fit: 2.6875 +- 0.0062
N=32 lattice-form fit: 2.8030 +- 0.0055
N=64 free intercept: 0.000078 +- 0.000233
N=64 rms width: 0.7038 nm, formula 0.7048 nm
extrapolated G, q^2 fit: 2.5300 +- 0.0134
extrapolated G, lattice form: 2.5719 +- 0.0135
same extrapolation of exact ring values: 2.5590
stiffness, q^2 fit: 0.1561 +- 0.0008 eV/nm
stiffness, lattice form: 0.1587 +- 0.0008 eV/nm
  per film thickness: 25.4 mJ/m^2
neglected: doubled kink energy gives 1.448 eV/nm
neglected: reversed-column weight 4.18e-04
neglected: half-column charge energy 0.0374 eV (P 20 uC/cm2, permittivity 30)
neglected: stray-field scale 0.176 eV/nm (screening 0.01 nm, field 2.82 MV/cm)
field whose work on one column is kT: 0.494 MV/cm
random field 0.1 MV/cm: disorder wins beyond 24.9 nm
barrier 1.0 eV, attempts 1e+13 1/s: longest mode relaxes in 2.46e+03 s
```
